\section*{How far thermoelastic damping limits a silicon flexural resonator's Q}

\section*{Question}

A silicon beam vibrates in flexure at room temperature. One side is compressed and warms while the other is stretched and cools, and heat flows between them. How low can this flow bring the quality factor $Q$, and how does the answer scale with frequency, thickness, material and temperature?

\section*{Strength of the coupling}

Take a slender beam of thickness $h$ with uniaxial stress $\sigma$ along its length. Let $\varepsilon$ be the axial strain, $\theta$ the small departure from the mean temperature $T$, $E$ the isothermal Young's modulus along the beam and $\alpha$ the linear expansion coefficient. Then
\begin{equation}
\varepsilon=\frac{\sigma}{E}+\alpha\theta,\qquad
s=\frac{C_\sigma\theta}{T}+\alpha\sigma ,
\end{equation}
where $s$ is the entropy change per volume and $C_\sigma$ the heat capacity per volume at constant stress. The same $\alpha$ appears twice because the Gibbs function obeys $dg=-s\,dT-\varepsilon\,d\sigma$, so that $\partial s/\partial\sigma=\partial\varepsilon/\partial T$.

If no heat flows, $s=0$ and $\theta=-\alpha T\sigma/C_\sigma$. Inserting this into the strain gives the adiabatic modulus $E_S$:
\begin{equation}
\frac1{E_S}=\frac1E-\frac{\alpha^2T}{C_\sigma}
\quad\Rightarrow\quad
\frac{E_S}{E}=\frac{C_\sigma}{C_1},\qquad C_1=C_\sigma-E\alpha^2T .
\end{equation}
The relative difference of the two moduli is Zener's relaxation strength,
\begin{equation}
\Delta=\frac{E_S-E}{E}=\frac{E\alpha^2T}{C_1}.
\end{equation}
For silicon at 300 K I use rough typical values: $\alpha=2.6$ ppm/K, $C_\sigma=1.65\times10^6$ J/(m$^3$K), and elastic constants that give $E=169.7$ GPa along [110]. Then
\begin{equation}
\Delta\approx\frac{(169.7\times10^9)(2.6\times10^{-6})^2(300)}{1.65\times10^6}
=2.09\times10^{-4}.
\end{equation}

\section*{Heat flow and the complex stiffness}

Let $y$ run across the thickness from the mid-plane, and let heat flow in this direction alone, with conductivity $\kappa$ and insulated faces. The entropy balance $T\,\partial_t s=\kappa\,\partial_y^2\theta$ with $\sigma=E(\varepsilon-\alpha\theta)$ becomes
\begin{equation}
C_1\,\partial_t\theta=\kappa\,\partial_y^2\theta-E\alpha T\,\partial_t\varepsilon .
\end{equation}
Bending with curvature $k$ gives $\varepsilon=ky$. The resulting $\theta$ is odd in $y$, so there is no net axial force and the neutral plane stays in the middle. For fields varying as $e^{i\omega t}$, with $D=\kappa/C_1$ and $\beta=E\alpha T/C_1$,
\begin{equation}
i\omega\theta=D\theta''-i\omega\beta ky .
\end{equation}
A particular solution is $-\beta ky$. The odd homogeneous solution is $\sinh py$ with $p^2=i\omega/D$. Its coefficient follows from $\theta'(\pm h/2)=0$:
\begin{equation}
\theta=-\beta k\left[y-\frac{\sinh py}{p\cosh(ph/2)}\right].
\end{equation}

The bending moment per width is $M=\int y\sigma\,dy=Ekh^3/12-E\alpha\int y\theta\,dy$. Put $a=ph/2$. Integration by parts gives
\begin{equation}
J\equiv\int_{-h/2}^{h/2}\frac{y\sinh py}{p\cosh a}\,dy
=\frac{h}{p^2}-\frac{2\tanh a}{p^3}
=\frac{h^3}{4a^2}\left(1-\frac{\tanh a}{a}\right).
\end{equation}
Since $\alpha\beta=\Delta$, the moment is
\begin{equation}
M=\frac{Ekh^3}{12}(1+\Delta G),\quad
G=1-\frac{12J}{h^3}=1-\frac{3}{a^2}\left(1-\frac{\tanh a}{a}\right),\quad
a^2=\frac{i\omega h^2}{4D}.
\end{equation}

The squared frequency of a beam is proportional to its bending stiffness. Write the complex frequency as $\omega(1+i/2Q)$, so that the amplitude decays as $e^{-\omega t/2Q}$. For weak damping its square has the ratio of imaginary to real part $1/Q$, hence
\begin{equation}
\frac1Q=\frac{\Delta\,\mathrm{Im}\,G}{1+\Delta\,\mathrm{Re}\,G}\approx\Delta\,\mathrm{Im}\,G .
\end{equation}
The denominator changes the loss by about one part in $10^4$. Evaluating $G$ at the real instead of the complex frequency neglects a correction of the same order. Both are far less than the uncertainty of the material values.

The cause of the loss can be read from the entropy balance. Multiply $i\omega(C_\sigma\theta+T\alpha\sigma)=\kappa\theta''$ by $\theta^*/T$, integrate over $y$ and take the real part. The term in $|\theta|^2$ is imaginary and drops out, and the insulated faces remove the boundary term:
\begin{equation}
\mathrm{Re}\int i\omega\alpha\sigma\theta^*dy=-\frac{\kappa}{T}\int|\theta'|^2dy .
\end{equation}
With $\alpha\theta^*=\varepsilon^*-\sigma^*/E$, the part in $|\sigma|^2$ also drops out. A factor $1/2$ for the cycle average leaves
\begin{equation}
\frac{\omega}{2}\int\mathrm{Im}(\sigma\varepsilon^*)\,dy
=\frac{\kappa}{2T}\int|\theta'|^2dy .
\end{equation}
The left side is the mean mechanical power absorbed per area; the right side is $T$ times the entropy production rate of conduction.

\section*{The worst frequency}

The odd thermal modes with insulated faces are $\sin q_ny$ with $q_n=(2n+1)\pi/h$. They relax in the times
\begin{equation}
\tau_n=\frac1{Dq_n^2}=\frac{\tau}{(2n+1)^2},\qquad \tau=\frac{h^2}{\pi^2D}.
\end{equation}
Write $y=\sum b_n\sin q_ny$. Projection gives $b_n=(2/h)\int y\sin q_ny\,dy=4(-1)^n/(hq_n^2)$. The heat equation then gives each mode the amplitude $-\beta kb_n\,i\omega\tau_n/(1+i\omega\tau_n)$. Its share of the moment, relative to $Ekh^3/12$, is $\Delta f_n\,i\omega\tau_n/(1+i\omega\tau_n)$ with
\begin{equation}
f_n=\frac{12}{h^3}\,\frac h2\,b_n^2=\frac{96}{\pi^4(2n+1)^4},\qquad
\mathrm{Im}\,G=\sum_n f_n\frac{\omega\tau_n}{1+\omega^2\tau_n^2}.
\end{equation}
The weights add up to one, because $\sum b_n^2h/2=\int y^2dy=h^3/12$, and the first is 0.986. Giving it the whole weight yields Zener's formula,
\begin{equation}
\frac1Q\approx\Delta\frac{\omega\tau}{1+\omega^2\tau^2}.
\end{equation}
With $x=\omega\tau$, the derivative of $x/(1+x^2)$ is $(1-x^2)/(1+x^2)^2$. The maximum is therefore $1/2$ at $x=1$, where the angular frequency equals the diffusion rate $1/\tau$:
\begin{equation}
Q_{\min}\approx\frac2\Delta=\frac{2C_1}{E\alpha^2T}\approx9600 .
\end{equation}
The full function $G$ gives 9700, at $\omega\tau=1.003$. The peak lies slightly above one because the faster modes, with $\omega\tau_n<1$, still gain loss as the frequency rises.

So the answer is about ten thousand. It is the lowest thermoelastic $Q$ of this model for a [110] beam at 300 K, reached at matching. For a beam that works there it is also a ceiling on the total $Q$, since further losses add to $1/Q$.

\section*{Scaling away from matching}

For slow vibration $a$ is small, and $\tanh a/a=1-a^2/3+2a^4/15-\dots$ gives $G\approx2a^2/5$. For fast vibration $\tanh a\to1$ and $G\approx1-3/a^2$. Thus
\begin{equation}
\frac1Q\approx\Delta\frac{\omega h^2}{10D}\quad(\omega\tau\ll1),\qquad
\frac1Q\approx\Delta\frac{12D}{\omega h^2}\quad(\omega\tau\gg1).
\end{equation}
In the first case the temperature nearly equalizes during the motion; in the second there is little time for heat to flow. At $\omega\tau=0.1$ and $10$ the full formula gives $Q=49\,000$ and $46\,000$. At the higher value the fast limit still overstates the loss by 17\%, since its relative error falls only as $1/\sqrt{\omega\tau}$. Zener's single mode underestimates the loss there by about 5\%, because it leaves out the faster modes that describe heat flow near the faces.

The minimum itself contains neither thickness nor length. Geometry sets where it falls:
\begin{equation}
f_{\rm match}=\frac{1}{2\pi\tau}=\frac{\pi D}{2h^2}.
\end{equation}
For a given mode and length $L$, $\omega\propto h/L^2$, so $\omega\tau\propto h^3/L^2$. On the slow side, thinning the beam at fixed length therefore raises the thermoelastic $Q$ as $h^{-3}$, as long as $D$ keeps its bulk value. Where $D$ itself falls with thickness, the rise is slower.

\section*{A beam near the worst case}

Consider a [110] beam in a (001) wafer, 250 µm long with a 10 µm square section, vibrating out of plane with free ends. With $\kappa=150$ W/(m K), $D=0.909$ cm$^2$/s and
\begin{equation}
\tau=\frac{(10^{-5}\,\mathrm m)^2}{\pi^2(0.909\times10^{-4}\,\mathrm{m^2/s})}=111\ \mathrm{ns},
\qquad f_{\rm match}=1.43\ \mathrm{MHz}.
\end{equation}

The deflection $w$ obeys $(Eh^2/12)w''''=\rho\omega^2w$, where $\rho$ is the density. Measured from the centre, the lowest symmetric mode is $w=A\cos bz+B\cosh bz$. Free ends require $w''=w'''=0$ at $z=L/2$:
\begin{equation}
A\cos c=B\cosh c,\quad A\sin c=-B\sinh c
\;\Rightarrow\;\tan c=-\tanh c,\quad c=\tfrac12bL .
\end{equation}
The lowest nonzero root gives $bL=4.73$. With $\rho=2330$ kg/m$^3$,
\begin{equation}
f=\frac{(4.73)^2}{2\pi L^2}\frac{h}{\sqrt{12}}\sqrt{\frac E\rho}=1.40\ \mathrm{MHz},
\qquad \omega\tau=0.98 .
\end{equation}
The beam sits almost on the peak, with a thermoelastic $Q$ of 9700. At a surface strain amplitude of $10^{-4}$, the adiabatic temperature swing $\beta\varepsilon$ would be 8.0 mK. Conduction reduces it to 4.6 mK at the surface.

\section*{What moves the number in a real device}

The material values are typical but rough. Real devices break the assumption of a free beam, because something must hold it. Here four tethers of 1 µm square section hold it at its two nodes. They are much thinner than the beam and would need separate patterning. The nodes rotate and send torsional waves into the tethers. An outgoing wave has torque divided by rotation rate $Z=J_p\sqrt{c_{44}\rho}$, with $J_p=d^4/6$ for side $d$ and the cubic elastic constant $c_{44}=80$ GPa as shear modulus. Multiplying the ratio of stored energy to radiated power by $\omega$ gives
\begin{equation}
Q_{\rm tether}=\frac{\omega\rho h^2\int w^2dz}{4Z\,w'^2_{\rm node}}\approx5.7\times10^4 .
\end{equation}
This assumes perfect placement and no returning wave. At 1.4 MHz the torsional wavelength is 3 to 4 mm, so the second assumption needs very long tethers or an absorbing far end. A tether some tens of micrometres long instead returns the wave from its anchor and acts mainly as a torsional spring. Its loss then depends on the anchor, and is much smaller if the anchor is firm and nearly lossless. Using the full $J_p$, and $c_{44}$ for both shear directions, overstates the torsional stiffness and so the loss, but reflections could change the value either way, so it is not a bound. In the no-return limit it scales as $d^{-4}$: with the rest held fixed, 2 µm tethers would give about 3500, and support loss would dominate. A beam clamped at its ends has a different support loss, not estimated here.

Gas drag is weaker. At 0.1 Torr of nitrogen the mean free path, roughly 500 µm, far exceeds the beam width, so molecules strike independently. For specular reflection from a face moving at speed $V$, the pressure difference between the two faces is $4\sqrt{2/\pi}\,PV/v$, with $v=\sqrt{RT/M}$, $M$ being the molar mass. This gives
\begin{equation}
Q_{\rm gas}=\frac{\rho h\omega v}{4\sqrt{2/\pi}\,P}\approx1.4\times10^6 .
\end{equation}
Real surfaces scatter mostly diffusely; with full accommodation and the shear drag on the two side faces of the square section, the value drops to about $1.3\times10^6$. Both figures hold for open gas on both sides; a wall a few micrometres from the beam traps molecules and increases the drag.

A rough frequency--$Q$ product of $2\times10^{13}$ Hz for phonon--phonon (Akhiezer) loss gives $Q\approx10^7$. With the no-return tether value, adding the reciprocals of all four lowers the total from 9700 to about 8200, nearly all of it through the tethers. If short tethers on firm anchors lose little, the total stays near 9600.

Several neglected effects hardly matter here. Those that only shift $\omega\tau$ change $Q$ very little, because the loss is stationary at its peak. Axial conduction adds 0.2\% to the diffusion rate. Phonons in silicon have a broad range of free paths, and many that carry heat travel a micrometre or more between collisions, which lowers the effective $D$. The size of this cut is not computed here. A 5\% cut would change $Q$ by 0.03\%, a 20\% cut by about 2\% and a 30\% cut by about 6\%. Shear and rotary inertia lower the frequency by 0.5\%. Shear also stores elastic energy without thermoelastic loss, which raises $Q$ by about 0.4\%. Away from the peak, an error in $D$ enters $Q$ almost in proportion. In a beam a few micrometres thick or less, Fourier's law with the bulk conductivity becomes doubtful. If the width is not small compared with the length, the stress is no longer uniaxial, and $\Delta$ must be derived anew.

Crystal direction and temperature matter more. Along [100], $E=130$ GPa and the minimum rises to 12\,600; along the stiffest axis [111], $E=189$ GPa and it falls to about 8700. At 400 K, with rough values $\alpha=3.2$ ppm/K, $C_\sigma=1.83\times10^6$ J/(m$^3$K) and $\kappa=100$ W/(m K), and with $E$ and the frequency held fixed, $\Delta$ grows to $3.8\times10^{-4}$. Slower diffusion moves the same beam to $\omega\tau=1.6$, past the peak, yet its thermoelastic $Q$ falls to about 6000. The figure of ten thousand thus belongs to silicon near room temperature.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 300 K
Expansion coefficient (rough): 2.6 ppm/K
Heat capacity (rough): 1.65 J/(cm3 K)
Thermal conductivity (rough): 150 W/(m K)
Density (rough): 2330 kg/m3
c11, c12, c44 (rough): 166, 64, 80 GPa
Young modulus [110]: 169.7 GPa
Young modulus [100]: 130.4 GPa
Relaxation strength [110]: 0.0002086
Zener minimum Q, 2/Delta: 9587
First thermal mode weight: 0.98553
omega tau at exact loss peak: 1.0027
Peak loss divided by Delta: 0.49413
Exact minimum Q [110]: 9701
Exact minimum Q [100]: 1.263e+04
Q at omega tau = 0.1: 4.905e+04
Q at omega tau = 10: 4.598e+04
Beam length: 250 um
Beam thickness and width: 10 um
Thermal diffusivity: 0.9093 cm2/s
Transverse diffusion time: 111.4 ns
Matching frequency: 1.428 MHz
Free-free mode constant beta L: 4.73
Beam frequency: 1.404 MHz
Beam omega tau: 0.9827
Beam thermoelastic Q: 9703
Chosen surface strain amplitude: 0.0001
Adiabatic surface temperature swing: 8.024 mK
Actual surface temperature swing: 4.632 mK
Shear and rotary frequency shift: -0.533 %
Axial / transverse diffusion rate: 0.199 %
Q change from axial heat flow: 0.0037 %
Surface heat transfer (high guess): 1e+04 W/(m2 K)
Q change from surface heat loss: 0.0012 %
Typical long phonon path (rough): 0.5 um
Assumed diffusivity reduction: 5 %
Q change from reduced diffusivity: 0.028 %
Nitrogen pressure: 0.1 Torr
Gas mean free path (rough): 500 um
Gas-drag Q: 1.44e+06
Tether side: 1 um
Tether-radiation Q, lower estimate: 5.65e+04
Phonon-loss frequency times Q (rough): 2e+13 Hz
Phonon-loss Q: 1.4e+07
Combined Q with these losses: 8.23e+03
Hot temperature: 400 K
Hot expansion coefficient (rough): 3.2 ppm/K
Hot heat capacity (rough): 1.83 J/(cm3 K)
Hot thermal conductivity (rough): 100 W/(m K)
Hot relaxation strength: 0.00038
Hot beam omega tau: 1.635
Hot beam thermoelastic Q: 5970
\end{verbatim}
